Density and the screening of large-angle scattering in two dimensions

**1. A carrier turned straight back**

Consider carriers in a thin conducting sheet at zero temperature. A carrier at the Fermi energy has wavevector k_F. If a static defect reverses its motion, the wavevector changes from k to −k, and the defect must supply the transfer

q = 2k_F.

The part of the defect potential that does this is a ripple of wavelength 2π/q = π/k_F. The other carriers screen it by forming a charge ripple of the same wavelength.

Now make the density n four times larger. The Fermi circle has four times the area, so k_F doubles and the relevant ripple becomes half as long. Suppose, as section 4 will justify, that a potential ripple of given height still displaces the same number of carriers per unit area. The charge ripple is then as strong as before, but its positive and negative stripes lie twice as close together, and their potentials cancel more completely. The opposing potential is halved.

This is the mechanism in its simplest form. The sheet's willingness to respond has not changed; the collision has moved to a wavelength at which the same response is electrically less effective. The Thomas-Fermi wavevector measures the willingness to respond, so it can stay constant while the screening of this collision weakens.

Three contributions are involved: the wavevector that a collision selects, the potential made by a charge ripple, and the response of the carriers. Each has its own dependence on density.

**2. First contribution: the selected wavevector**

Let the carriers have parabolic energy E_k = ħ²k²/2m and total spin and valley degeneracy g, all species being equally filled. Each species has one state per area (2π)² of wavevector space and unit area of the sheet, so

n = g πk_F²/(2π)² = g k_F²/(4π),

k_F = (4πn/g)^(1/2).

An elastic collision keeps |k| = k_F and turns k through an angle θ. The transfer is the chord of the Fermi circle:

q² = k_F² + k_F² − 2k_F² cos θ = 4k_F² sin²(θ/2),

q = 2k_F sin(θ/2).

At fixed angle, q grows as n^(1/2). At fixed q, the angle shrinks instead. The two comparisons give different answers below, so a statement about screening and density must say which quantity is held fixed.

The example uses round model parameters: m = 0.2 m_e, g = 2 and background dielectric constant κ = 10. For n = 1×10¹² cm⁻² = 0.01 nm⁻²,

k_F = (4π × 0.01/2)^(1/2) = 0.2507 nm⁻¹.

At 4 and 16×10¹² cm⁻² it is 0.5013 and 1.0027 nm⁻¹.

**3. Second contribution: the potential of a charge ripple**

Let the sheet lie at z = 0 in a uniform medium of dielectric constant κ, and let it carry the charge density ρ cos(qx). Outside the sheet the potential obeys Laplace's equation and must decay, so

φ = A cos(qx) e^(−q|z|).

The normal field is +qA cos(qx) just above the sheet and −qA cos(qx) just below. Gauss's law equates the jump to the enclosed charge:

ε0κ · 2qA = ρ, hence A = ρ/(2ε0κq).

For electrons of charge −e, a number-density ripple of amplitude n₁ has ρ = −e n₁, and the potential energy of another electron has amplitude −eA = v(q) n₁, with

v(q) = e²/(2ε0κq).

The factor 1/q expresses the cancellation between neighbouring stripes. It contains no carrier density; density enters through the value of q that the collision selects.

Let an external potential energy of amplitude U_ext produce a total amplitude U. In linear response the carriers form the ripple n₁ = −Π(q)U, with Π positive, because they leave places of high energy. In the random-phase approximation (RPA) they respond as independent particles to the total potential, so

U = U_ext + v n₁ = U_ext − vΠU,

U_ext = (1 + vΠ)U.

The dielectric function is the ratio of external to total potential:

ε(q) = U_ext/U = 1 + v(q)Π(q).

Here κ is already contained in v, so ε describes screening by the carriers alone.

**4. Third contribution: the response of the carriers**

For a very smooth potential the response follows from counting states. Inserting k_F² = 2mE_F/ħ² in the density gives

n = g m E_F/(2πħ²),

D = dn/dE_F = g m/(2πħ²).

The density of states D is independent of n because, for parabolic bands in two dimensions, the number of states grows linearly with energy. A slowly varying U lowers the local kinetic Fermi energy by U, so n₁ = −DU and Π = D. Then vΠ = q_TF/q, with

q_TF = e²D/(2ε0κ) = g m e²/(4πε0κħ²).

In the example, e²/(2ε0κ) = 0.9048 eV nm and D = 0.8355 eV⁻¹ nm⁻², so q_TF = 0.756 nm⁻¹ at all three densities.

A ripple with q near 2k_F is not smooth on the scale of the electron wavelength, so this argument does not cover large angles. The response at finite q has to be calculated.

Apply U cos(q·r) = (U/2)(e^(iq·r) + e^(−iq·r)). To first order a plane wave k acquires admixtures of k+q and k−q with amplitudes

c₊ = (U/2)/(E_k − E_{k+q}), c₋ = (U/2)/(E_k − E_{k−q}).

The cross terms with the original wave change its relative density by 2(c₊ + c₋) cos(q·r). Summing over states with occupation f_k gives

n₁ = −U g ∫ d²k/(2π)² f_k [1/(E_{k+q} − E_k) + 1/(E_{k−q} − E_k)].

Replacing k by −k turns the second term into the first, since energies and occupations are even in k. Therefore

Π(q) = 2g P∫ d²k/(2π)² f_k/(E_{k+q} − E_k).

P denotes the principal value. It is needed because the two terms can also be combined into an integrand (f_k − f_{k+q})/(E_{k+q} − E_k), which stays finite at equal energies for smooth f. Splitting it requires cutting the same narrow strip, symmetric about equal energy, from both parts.

With φ the angle between k and q,

E_{k+q} − E_k = (ħ²/2m)(q² + 2kq cos φ).

First take the states on one ring of radius k. With a = 2k/q, their contribution contains

I = (1/q²) P∫₀^{2π} dφ/(1 + a cos φ).

Set t = tan(φ/2), so that dφ = 2dt/(1 + t²) and cos φ = (1 − t²)/(1 + t²). The factors 1 + t² cancel:

I = (1/q²) P∫_{−∞}^{∞} 2dt/[(1 + a) + (1 − a)t²].

For a < 1 this is an arctangent integral:

I = 2π/[q²(1 − a²)^(1/2)] = 2π/[q(q² − 4k²)^(1/2)].

For a > 1 put s² = (a + 1)/(a − 1). The integrand becomes −2/[(a − 1)(t² − s²)], and 1/(t² − s²) has the antiderivative (1/2s) ln|(t − s)/(t + s)|. This vanishes at t = ±∞, and its values on the two sides of each symmetric cut become equal as the cut closes. Hence

I = 0 for k > q/2.

A whole ring outside k = q/2 gives no net response. On part of it the admixed state lies higher in energy, and the wave moves density towards the potential minima. On the rest the admixed state lies lower, and density moves towards the maxima. The two parts cancel. A numerical average of 1/(1 + a cos φ), with the singularity slightly broadened, gives 0.0007 at a = 1.5 and 0.0000 at a = 3, against 1.2500 at a = 0.6.

Only rings with k < q/2 remain. Using d²k = k dk dφ,

Π = 2g (2m/ħ²) (1/4π²) ∫₀^{q/2} k dk f_k 2π/[q(q² − 4k²)^(1/2)]

= (4D/q) ∫₀^{q/2} k dk f_k/(q² − 4k²)^(1/2).

Substitute k = (q/2) sin u. Then dk = (q/2) cos u du and the root is q cos u, so

Π/D = ∫₀^{π/2} sin u f((q/2) sin u) du.

At zero temperature with q ≤ 2k_F, all these states are filled. The integral is 1 and

Π(q) = D for q ≤ 2k_F.

For q > 2k_F the filling stops at sin u₀ = 2k_F/q, and the integral is 1 − cos u₀:

Π(q) = D[1 − (1 − 4k_F²/q²)^(1/2)] for q > 2k_F.

Every collision on the Fermi circle has q ≤ 2k_F, so the supposition of section 1 holds up to backscattering. Carriers added at the Fermi circle occupy rings outside q/2 and contribute nothing to this response.

**5. The three contributions together**

Combining the results gives, within zero-temperature RPA,

ε(θ) = 1 + q_TF/[2k_F sin(θ/2)].

The numerator is fixed by D; the denominator is fixed by the collision geometry. Since ε − 1 is proportional to n^(−1/2) at fixed angle,

dε/d ln n = −(ε − 1)/2,

d ln ε/d ln n = −(1/2)(1 − 1/ε).

The whole negative slope comes from the 1/q in the ripple's potential, evaluated at a growing q. The change of Π contributes zero.

For backscattering the example gives

n = 1×10¹² cm⁻²: ε = 1 + 0.7559/0.5013 = 2.51

n = 4×10¹² cm⁻²: ε = 1 + 0.7559/1.0027 = 1.75

n = 16×10¹² cm⁻²: ε = 1 + 0.7559/2.0053 = 1.38

The excess over 1 halves at each step. The fraction of the external potential that survives, 1/ε, rises from 0.40 to 0.57 to 0.73.

At 120° the formula gives 2.741, 1.871 and 1.435. A separate calculation diagonalized the electron motion in a weak cosine potential, filled the states and read off the density ripple; it gives the same three values to the digits shown. At the middle density the logarithmic slope is −(1/2)(1 − 1/1.871) = −0.233, also in agreement with that calculation.

The weakening is not confined to large angles. At 60°, ε falls from 4.02 to 1.75 over the same range, a larger relative change. Large angles matter for two other reasons. At a given density they are the least screened, and each large-angle collision removes more forward momentum.

Two limits show the range of behaviour. If q_TF is much larger than q, ε is close to q_TF/q and falls as n^(−1/2). If q_TF is much smaller than q, ε approaches 1 and little screening remains to be lost.

**6. The opposite comparison: fixed wavevector**

Hold q at 0.8 nm⁻¹ instead. At the lowest density 2k_F = 0.5013 nm⁻¹, so this q lies outside the range of elastic collisions on the Fermi circle. The response is incomplete:

Π/D = 1 − [1 − (0.5013/0.8)²]^(1/2) = 0.221,

ε = 1 + 0.221 × 0.7559/0.8 = 1.21.

At 4×10¹² cm⁻², 2k_F exceeds q, the response reaches D, and ε = 1 + 0.7559/0.8 = 1.94. At 16×10¹² cm⁻² it is the same.

Thus at fixed q added carriers strengthen the screening until 2k_F reaches q, and afterwards leave it unchanged. They never weaken it in this model. The weakening at fixed angle comes from comparing different Fourier components of the potential.

**7. What weaker screening does to the scattering rate**

A less effective screen does not settle whether scattering increases, because the external potential may itself depend on q. For n_i uncorrelated defects per unit area, the golden rule (lowest-order Born approximation) gives the momentum relaxation rate

1/τ = (2π/ħ) n_i ∫ d²k'/(2π)² |U(q)|² (1 − cos θ) δ(E_k' − E_k).

The factor 1 − cos θ is the fraction of forward momentum lost. The radial integral is ∫ k'dk' δ(E_k' − E_k) = m/ħ², so

1/τ = (n_i m/ħ³) ⟨|U(q)|²(1 − cos θ)⟩,

where ⟨…⟩ means ∫₀^{2π} dθ/(2π).

Charged impurities. A singly charged impurity in the sheet has external strength v(q). Its screened strength is

|U| = v/ε = [e²/(2ε0κq)] · q/(q + q_TF) = e²/[2ε0κ(q + q_TF)].

This still decreases as q grows, so at every angle the matrix element that enters the golden rule falls with density. In this lowest order the decline of the external potential outweighs the loss of screening.

The rates allow the two effects to be weighed separately. Without screening, 1 − cos θ = 2 sin²(θ/2) and q² = 4k_F² sin²(θ/2), so (1 − cos θ)/q² = 1/(2k_F²) at every angle. The bare rate is

1/τ_bare = (n_i m/ħ³) [e²/(2ε0κ)]²/(2k_F²),

which varies as 1/n. Because that factor is the same at all angles, screening multiplies the rate by the plain average ⟨1/ε²⟩. This average rises with n, since every ε(θ) falls.

With n_i = 10¹¹ cm⁻²:

n = 1×10¹² cm⁻²: bare 25.98 ps⁻¹, factor 0.092, screened 2.38 ps⁻¹

n = 4×10¹² cm⁻²: bare 6.49 ps⁻¹, factor 0.204, screened 1.32 ps⁻¹

n = 16×10¹² cm⁻²: bare 1.62 ps⁻¹, factor 0.364, screened 0.59 ps⁻¹

From first to last, the bare rate falls by a factor of 16 while the screening factor rises by 0.364/0.092 ≈ 4.0. The net rate falls by about 4. These are lowest-order rates, meant for weighing the two effects and not as predictions for real impurities. The Born approximation needs m|U(q)|/ħ² to be small at the transfers that carry the rate, q of order k_F to 2k_F. For a singly charged impurity m|U|/ħ² = (2π/g) q_TF/(q + q_TF), which for backscattering in the example is 1.89, 1.35 and 0.86; it becomes small only when k_F is much larger than q_TF. Higher orders can therefore change both the rates and their dependence on density, so the fall of the net rate need not survive, and for a screened impurity they make attractive and repulsive charges differ.

If q_TF is much larger than 2k_F, |U| tends to e²/(2ε0κq_TF) = 1/D, and since ⟨1 − cos θ⟩ = 1 the Born rate tends to n_i m/(ħ³D²), independent of density. For g = 2 this limit is only formal, because a scatterer of strength 1/D is not weak. If q_TF is much smaller than the important q, the bare 1/n law returns.

Short-range defects. Now let the external potential have the same Fourier amplitude u₀ for all q up to 2k_F, which requires a range well below 1/(2k_F). Then

|U| = |u₀| q/(q + q_TF).

Without screening the rate is independent of density. Screening multiplies it by ⟨(1 − cos θ)/ε²⟩, which in the example is 0.130, 0.277 and 0.472. This rate therefore grows by 0.472/0.130 ≈ 3.6. For defects weak enough for the Born approximation, nothing here competes with the loss of screening, and adding carriers increases the scattering. This concerns collisions within one valley. The required range, well below 0.5 nm at the highest density, is of atomic size, and in a sheet with several valleys such defects also scatter between valleys, with transfers far above 2k_F that this formula does not cover.

**8. Temperature reverses the trend at low density**

At temperature T the occupation is f = 1/[exp((E − μ)/k_BT) + 1]. Integrating it over the constant density of states gives

n = D k_BT ln(1 + e^(μ/k_BT)).

Since n = D E_F, with E_F = k_BT_F still defined by the density,

e^(μ/k_BT) = e^(T_F/T) − 1.

At q = 2k_F the state with k = k_F sin u has energy E_F sin²u. The response integral of section 4 is then a function of x = T_F/T alone; call it P(x). Thus

ε(2k_F) − 1 = (q_TF/2k_F) P(T_F/T).

For T_F much larger than T, P tends to 1 and the earlier decline with density returns. For T_F much smaller than T, e^(μ/k_BT) ≈ T_F/T is small, f ≈ T_F/T over the relevant states, and ∫₀^{π/2} sin u du = 1 gives P ≈ T_F/T. This is proportional to n. Multiplication by 1/k_F leaves ε − 1 proportional to n^(1/2), which rises.

Between these limits there is a maximum. At fixed T, k_F is proportional to x^(1/2), so the maximum of P(x)/x^(1/2) sits at the same x for every temperature. Numerically x = 0.907. At 300 K this is n = 1.96×10¹² cm⁻², where ε(2k_F) = 1.48; it is 1.28 at 0.2×10¹² and 1.30 at 16×10¹² cm⁻². The zero-temperature values of section 5 therefore do not carry over to room temperature. The failure is worst at the lowest density, where T_F is only 139 K, but even at 16×10¹² cm⁻², where T_F is 2222 K, ε(2k_F) is 1.30 instead of 1.38.

In the nondegenerate range 2k_F is merely a reference wavevector. A typical carrier there has a thermal wavevector of order (2mk_BT)^(1/2)/ħ, independent of n, so its transfer at a given angle is fixed. At fixed q and T > 0, adding carriers raises μ and hence every f, and ε rises. The weakening at fixed angle thus belongs to the degenerate gas.

**9. Where the model stops**

The strength of screening is tied to the strength of the interactions. Define the effective Bohr radius a = 4πε0κħ²/(me²) and r_s = 1/[a(πn)^(1/2)]. Since q_TF = g/a and 2k_F = 4(πn/g)^(1/2),

q_TF/(2k_F) = g^(3/2) r_s/4.

Strong screening of backscattering at fixed g therefore means large r_s, where the exchange and correlation effects omitted by RPA become important. In the example r_s falls from 2.13 to 0.53, so the lowest-density numbers are the least secure.

The constancy of q_TF rests on parabolic bands and a fixed degeneracy. If added carriers begin to fill another valley or subband, D increases, and the response of the new carriers can offset the growth of q. At zero temperature, however, they respond with their full density of states only for q up to twice their own Fermi wavevector, which is small at first, so backscattering of the original carriers may gain little. The layer has also been given zero thickness and uniform surroundings. A finite thickness, or a dielectric boundary or conductor at a finite distance from the sheet, makes v(q) depart from 1/q. The thickness can be neglected only if it is much smaller than 1/q, which is 0.5 nm for backscattering at the highest density. In a thicker layer the carriers screen less than the formula says. If the sheet lies exactly on the boundary between two thick media, Gauss's law gives ε0(κ₁ + κ₂)qA = ρ, so the 1/q form survives with κ replaced by the mean (κ₁ + κ₂)/2. Finally, the rates assume weak, independent collisions, and a singly charged impurity in the example is not a weak scatterer (section 7). The numerical output below lists the values for all three densities.

Computed results

```
mass = 0.2 m_e, kappa = 10.0, degeneracy g = 2
effective Bohr radius = 2.646 nm
density of states D = 0.8355 /(eV nm^2)
e^2/(2 eps0 kappa) = 0.9048 eV nm
q_TF = 0.7559 1/nm (all densities)
impurity density = 1.0e+11 cm^-2
--- n = 1e12 cm^-2
k_F = 0.2507 1/nm, 2k_F = 0.5013 1/nm
E_F = 11.97 meV, T_F = 139 K, r_s = 2.13
angle 60 deg: q = 0.2507 1/nm, eps = 4.016, 1/eps = 0.249
angle 120 deg: q = 0.4342 1/nm, eps = 2.741, 1/eps = 0.365
angle 180 deg: q = 0.5013 1/nm, eps = 2.508, 1/eps = 0.399
fixed q = 0.8 1/nm: Pi/D = 0.221, eps = 1.209
charged-impurity rate: bare 25.976 1/ps, screened 2.384 1/ps, ratio 0.092
short-range rate, screened/bare = 0.130
--- n = 4e12 cm^-2
k_F = 0.5013 1/nm, 2k_F = 1.0027 1/nm
E_F = 47.88 meV, T_F = 556 K, r_s = 1.07
angle 60 deg: q = 0.5013 1/nm, eps = 2.508, 1/eps = 0.399
angle 120 deg: q = 0.8683 1/nm, eps = 1.871, 1/eps = 0.535
angle 180 deg: q = 1.0027 1/nm, eps = 1.754, 1/eps = 0.570
fixed q = 0.8 1/nm: Pi/D = 1.000, eps = 1.945
charged-impurity rate: bare 6.494 1/ps, screened 1.324 1/ps, ratio 0.204
short-range rate, screened/bare = 0.277
--- n = 16e12 cm^-2
k_F = 1.0027 1/nm, 2k_F = 2.0053 1/nm
E_F = 191.51 meV, T_F = 2222 K, r_s = 0.53
angle 60 deg: q = 1.0027 1/nm, eps = 1.754, 1/eps = 0.570
angle 120 deg: q = 1.7366 1/nm, eps = 1.435, 1/eps = 0.697
angle 180 deg: q = 2.0053 1/nm, eps = 1.377, 1/eps = 0.726
fixed q = 0.8 1/nm: Pi/D = 1.000, eps = 1.945
charged-impurity rate: bare 1.623 1/ps, screened 0.592 1/ps, ratio 0.364
short-range rate, screened/bare = 0.472
--- checks and finite temperature
direct eps at 120 deg, three densities: 2.741, 1.871, 1.435
d ln eps/d ln n at 120 deg, n = 4e12 cm^-2: direct -0.2327, formula -0.2327
ring average, 2k/q = 0.6, 1.5, 3.0: 1.2500, 0.0007, 0.0000
golden-rule sum at n = 4e12 cm^-2: 1.324 1/ps
T = 300 K, n = 0.20e12 cm^-2: eps(2k_F) = 1.282, direct 1.282
T = 300 K, n = 1.96e12 cm^-2: eps(2k_F) = 1.482, direct 1.482
T = 300 K, n = 16.00e12 cm^-2: eps(2k_F) = 1.303, direct 1.303
peak of eps(2k_F): T_F/T = 0.907 at 300 K, 0.907 at 100 K
```
